# Peierls phases and gauge-independent transmissions for leads in different directions

## Definitions and conventions

Hartree atomic units are used, and the electron has charge $q=-1$. A uniform field $B$ points along $z$, and $\nabla\times\mathbf A=B\hat{\mathbf z}$. Spin and the Zeeman energy are left out.

The model is a planar lattice with sites $\mathbf r_i$, real on-site energies and, at zero field, real hoppings $-t$. The field enters through Peierls phases,

$$H_{ij}=-t\,e^{i\varphi_{ij}},\qquad \varphi_{ij}=q\int_{\mathbf r_j}^{\mathbf r_i}\mathbf A\cdot d\mathbf l ,$$

taken along the straight bond from $j$ to $i$. This substitution is an assumption of the model: it neglects the deformation of the orbitals by the field. What follows is exact within the model.

All potentials used here are linear in position, so the average of $\mathbf A$ along a bond is its midpoint value:

$$\varphi_{ij}=q\,\mathbf A\!\left(\tfrac{\mathbf r_i+\mathbf r_j}{2}\right)\cdot(\mathbf r_i-\mathbf r_j).$$

If $\mathbf A'=\mathbf A+\nabla\Lambda$, the line integral gains $\Lambda_i-\Lambda_j$. Hence

$$H'_{ij}=e^{iq\Lambda_i}H_{ij}e^{-iq\Lambda_j},\qquad H'=UHU^\dagger,\quad U=\mathrm{diag}(e^{iq\Lambda_i}). \tag{1}$$

Around a closed loop the added differences cancel, and the total phase stays $q\oint\mathbf A\cdot d\mathbf l=q\Phi$, with $\Phi$ the enclosed flux, counted positive for a counterclockwise loop.

Lead $p$ is a straight semi-infinite strip that leaves the device along $\mathbf u_p=(\cos\theta_p,\sin\theta_p)$. Its lattice and its on-site energies must repeat under a translation $a_p\mathbf u_p$. The field also fills the leads, and no bond joins two different leads.

## One lead along x

Take the Landau potential

$$\mathbf A_0=(-By,\,0),\qquad \partial_xA_{0y}-\partial_yA_{0x}=0-(-B)=B .$$

It does not depend on $x$, so the bond phases repeat from cell to cell in a lead along $x$. A lead in the opposite direction is served equally well. A two-terminal straight wire therefore needs no further work.

Now add a lead at angle $\theta$. A step $a\mathbf u$ along it raises $y$ by $a\sin\theta$. With $\varphi_{ij}=-qB\,y_{\rm mid}\,(x_i-x_j)$, the phase of a given bond changes per cell by

$$\Delta\varphi=-qBa\sin\theta\,(x_i-x_j). \tag{2}$$

This vanishes for all bonds only if $\sin\theta=0$ or if every bond is perpendicular to $x$. Only $e^{i\varphi}$ enters $H$, so the matrix would still repeat at special fields: from cell to cell if every $\Delta\varphi$ is a multiple of $2\pi$, and over a larger cell if every $\Delta\varphi/2\pi$ is rational. At a general field the tilted lead is physically uniform, but its matrix is not periodic in this gauge.

If the bonds of each lead span the plane, no other single linear potential cures this at a general field. Repeating phases then require $\mathbf A$ itself to be invariant along each lead. If $\mathbf A$ is linear and invariant along two independent directions, all its derivatives vanish, and so does its curl. Leads that are single chains are an exception: the symmetric potential $\tfrac12B(-y,x)$ has a constant component along any straight line, so it serves them all. The way out is that the leads occupy different regions, and each needs invariance along its own direction only.

## A lead at a right angle

For a lead along $y$, the potential $(0,Bx)$ has curl $B$ and does not depend on $y$. Its difference from $\mathbf A_0$ is

$$(0,Bx)-(-By,0)=(By,Bx)=\nabla(Bxy).$$

Thus $\Lambda=Bxy$ on the sites of this lead makes it periodic. This case will serve as a limit of the general formula.

## A lead at any angle

Write $s=\sin\theta$, $c=\cos\theta$, $\mathbf u=(c,s)$, and let $\mathbf n=(-s,c)$ be the normal to the lead. Rotating the Landau potential gives

$$\mathbf A_\theta=-B(\mathbf n\cdot\mathbf r)\,\mathbf u,\qquad \mathbf n\cdot\mathbf r=-sx+cy .$$

It depends on position only through $\mathbf n\cdot\mathbf r$, which does not change along $\mathbf u$. In components,

$$A_{\theta x}=B(sc\,x-c^2y),\qquad A_{\theta y}=B(s^2x-sc\,y),$$

and the curl is $Bs^2-(-Bc^2)=B$, as required.

Subtract $\mathbf A_0$ and use $1-c^2=s^2$:

$$\mathbf A_\theta-\mathbf A_0=B\,(sc\,x+s^2y,\;\; s^2x-sc\,y).$$

This must equal $\nabla f_\theta$. Integrating the first component over $x$ gives

$$f_\theta=B\left(\tfrac12 sc\,x^2+s^2xy\right)+h(y).$$

Its $y$ derivative is $Bs^2x+h'(y)$. Comparison with the second component requires $h'=-Bsc\,y$, so $h=-\tfrac12Bsc\,y^2$ up to an irrelevant constant. With $sc=\tfrac12\sin2\theta$,

$$f_\theta(x,y)=B\left[\sin^2\theta\;xy+\tfrac14\sin2\theta\,(x^2-y^2)\right]. \tag{3}$$

The limits are right: $f_0=f_\pi=0$, and $f_{\pi/2}=Bxy$.

**Freedom of origin.** The potential may be measured from another line, $\mathbf n\cdot\mathbf r=b$:

$$-B(\mathbf n\cdot\mathbf r-b)\mathbf u=\mathbf A_\theta+\nabla(Bb\,\mathbf u\cdot\mathbf r).$$

The lead remains periodic, but its wave number is relabelled. To see this, let $h$ be the Hamiltonian of one cell and $v$ the hopping block from cell $m+1$ to cell $m$, so that the Bloch matrix is $h+ve^{ika}+v^\dagger e^{-ika}$. In $v$, the displacement along $\mathbf u$ is $-a+\sigma_i-\sigma_j$, where $\sigma_i$ is the coordinate along $\mathbf u$ within a cell. With $D=\mathrm{diag}(e^{iqBb\sigma_i})$, the shift of origin gives

$$h\to DhD^\dagger,\qquad v\to e^{-iqBba}\,DvD^\dagger .$$

The matrix $D$ does not affect eigenvalues, so $E_b(k)=E_0(k-qBb)$. The bands move rigidly, and the number of open channels is unchanged.

## Joining the regions

Start from all hoppings in the base gauge $\mathbf A_0$ and apply (1) with

$$\Lambda_i=\begin{cases} f_{\theta_p}(\mathbf r_i) & i\text{ in lead }p,\\ \lambda_i & i\text{ in the device,}\end{cases} \tag{4}$$

where the $\lambda_i$ are arbitrary real numbers. There are three kinds of bonds.

- Inside lead $p$, the phase is $q\int\mathbf A_0\cdot d\mathbf l+q(f_i-f_j)=q\int\mathbf A_{\theta_p}\cdot d\mathbf l$. The lead is periodic.
- Inside the device, the phase is $q\int\mathbf A_0\cdot d\mathbf l+q(\lambda_i-\lambda_j)$.
- From a device site $j$ to a lead site $i$, it is $q\int\mathbf A_0\cdot d\mathbf l+q(f_i-\lambda_j)$.

The simplest choice is $\lambda_i=0$. In the continuum, an abrupt change of $\Lambda$ would give a singular $\mathbf A'$. On the lattice only site values enter, so no smooth interpolation is needed. Every loop keeps its phase $q\Phi$, including loops that cross an interface.

Suppose the lead is built from $\mathbf A_{\theta_p}$ but the interface bonds keep their base phases, with $\lambda_i=0$. Consider a triangle of one device site and two lead sites $i,k$. Its lead bond contains $q(f_i-f_k)$, and nothing cancels this. Unless the difference is zero or a multiple of $2\pi$, the triangle carries a false flux, although the matrix is still Hermitian.

## Self-energies in a periodic lead

Let the central region contain the device and the first cell of each lead. The rest of the lead is eliminated. Label its cells $n=0,1,\dots$ outward and set $z=E+i\eta$, with $\eta\to0^+$ for the retarded solution. Removing the first cell of a semi-infinite periodic lead leaves the same lead, so its surface Green function $g$ and self-energy obey

$$g=(z-h-vgv^\dagger)^{-1},\qquad \Sigma_p=vgv^\dagger. \tag{5}$$

This step uses the periodicity secured by (3).

Equation (5) can be solved by decimation. The column $G_n\equiv G_{n0}$ of the lead's Green function satisfies

$$(z-\epsilon_s)G_0=1+\alpha G_1,\qquad (z-\epsilon)G_n=\beta G_{n-1}+\alpha G_{n+1},$$

with initial values $\epsilon_s=\epsilon=h$, $\alpha=v$, $\beta=v^\dagger$. Solve the second equation for odd $n$ and insert the result in the equations for even $n$. With $\gamma=(z-\epsilon)^{-1}$, they keep their form after

$$\epsilon_s\to\epsilon_s+\alpha\gamma\beta,\quad \epsilon\to\epsilon+\alpha\gamma\beta+\beta\gamma\alpha,\quad \alpha\to\alpha\gamma\alpha,\quad \beta\to\beta\gamma\beta .$$

Each pass doubles the distance between the remaining cells. For $\eta>0$ waves decay, so the couplings tend to zero and $g=(z-\epsilon_s)^{-1}$.

## Why the transmissions do not change

With $\Gamma_p=i(\Sigma_p-\Sigma_p^\dagger)$ and $G=(E-H-\sum_p\Sigma_p)^{-1}$ in the central region, the transmission from lead $q'$ into lead $p$ is

$$T_{pq'}=\mathrm{Tr}\left[\Gamma_pG_{pq'}\Gamma_{q'}G_{pq'}^\dagger\right].$$

Before any periodicity is assumed, $\Sigma_p=H_{CL}(z-H_L)^{-1}H_{LC}$, where $C$ is the central region and $L$ the rest of the lead. Since $U$ is diagonal, $H'_{CL}=U_CH_{CL}U_L^\dagger$ and $H'_L=U_LH_LU_L^\dagger$. The factors $U_L$ cancel:

$$\Sigma'_p=U_p\Sigma_pU_p^\dagger,\qquad \Gamma'_p=U_p\Gamma_pU_p^\dagger,\qquad G'_{pq'}=U_pG_{pq'}U_{q'}^\dagger .$$

Here $U_p$ is the block of $U$ on the first cell of lead $p$. Therefore

$$T'_{pq'}=\mathrm{Tr}\left[U_p\Gamma_pG_{pq'}\Gamma_{q'}G_{pq'}^\dagger U_p^\dagger\right]=T_{pq'},$$

by the cyclic property of the trace. The proof requires that the self-energies be transformed together with the hoppings.

It also suggests an independent check. In the base gauge the tilted leads are not periodic, yet their self-energies exist. They follow from eliminating cells one at a time, from a distant end inward:

$$\Sigma_{m}=v_m\,(z-h_{m+1}-\Sigma_{m+1})^{-1}v_m^\dagger ,$$

where $h_m$ and $v_m$ now differ from cell to cell. This road uses neither $f_\theta$ nor (5). It needs a finite $\eta$, so that the artificial end of the lead is not seen, and the patched calculation must then use the same $\eta$.

## What current conservation does not detect

From $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$, with $\Sigma=\sum_p\Sigma_p$ and $\Gamma=\sum_p\Gamma_p$, multiplication by $G$ and $G^\dagger$ in either order gives

$$i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .$$

Multiply the last equality by $\Gamma_p$ and take the trace. After the common term $T_{pp}$ is removed,

$$\sum_{q'\ne p}T_{pq'}=\sum_{q'\ne p}T_{q'p}. \tag{6}$$

The argument needs only a Hermitian $H$. A Hamiltonian with false interface fluxes passes it too, so (6) cannot replace a check of the loop phases.

Field reversal gives another relation. In the base gauge $H(-B)=H(B)^*=H(B)^T$, so $G(-B)=G(B)^T$ and $\Gamma_p(-B)=\Gamma_p(B)^T$. Transposing the matrix under the trace yields $T_{pq'}(-B)=T_{q'p}(B)$. Because the transmissions do not depend on the gauge, this relation holds in every gauge. It does not expose omitted interface phases either. With $\lambda_i=0$, all phases of that false Hamiltonian are still odd in $B$, so it too becomes its complex conjugate when the field is reversed, and it obeys the same relation.

## A three-lead device

The example is a hexagonal piece of triangular lattice with 127 sites. Leads 1, 2 and 3 are attached to alternate edges of the hexagon and leave at $0^\circ$, $120^\circ$ and $240^\circ$, with seven sites per cell. The model parameters are $a=100$ bohr, $t=0.001$ hartree, $E=-0.0043$ hartree and $B=2\times10^{-5}$ atomic units, or 4.70 T. The magnetic length $B^{-1/2}$ is 223.6 bohr. Seven sites around an off-centre point are raised by 0.002 hartree. Each lead has two open channels.

**Bond phases.** Take the outward bond along one edge of lead 2. This edge lies six rows from the line $\mathbf n\cdot\mathbf r=0$, so $\mathbf n\cdot\mathbf r=-6a\sin60^\circ=-519.6$ bohr. In the lead gauge,

$$\varphi=-qB(\mathbf n\cdot\mathbf r)a=(2\times10^{-5})(-519.6)(100)=-1.039\ \text{rad}$$

in every cell. In the base gauge the first three values are $-0.650$, $-0.736$ and $-0.823$ rad. Equation (2), with $x_i-x_j=a\cos120^\circ=-50$ bohr, gives the step

$$\Delta\varphi=(2\times10^{-5})(86.6)(-50)=-0.0866\ \text{rad}.$$

**Interface flux.** Two neighbouring sites in the first cell of lead 2 are at $x=-250$ and $x=-350$ bohr, both with $y=7a\sin60^\circ=606.2$ bohr. For $\theta=120^\circ$, $\sin^2\theta=0.75$ and $\tfrac14\sin2\theta=-0.2165$, so

$$f(-250)-f(-350)=2\times10^{-5}\left[0.75(606.2)(100)-0.2165(250^2-350^2)\right]=1.169 .$$

This reproduces the largest loop-phase error, 1.169 rad, found when the interface phases are omitted. The correct phase of a triangle has magnitude 0.0866 rad. With the interface phases in place, all 252 triangles of the central region have the right flux to rounding error.

**Transmissions.** The notation is (to ← from).

| | correct | interface phases omitted |
|---|---|---|
| 1 ← 2 | 1.805 | 1.176 |
| 1 ← 3 | 0.124 | 0.773 |
| 2 ← 1 | 0.005 | 0.102 |
| 2 ← 3 | 1.861 | 1.139 |
| 3 ← 1 | 1.924 | 1.846 |
| 3 ← 2 | 0.061 | 0.065 |

For lead 1, the correct column gives $1.805+0.124=1.929$ incoming and $0.005+1.924=1.929$ outgoing. With two channels, the reflection is $2-1.929=0.071$. The wrong column also balances: $1.176+0.773=1.949$ against $0.102+1.846=1.948$, equal within rounding. This is the blindness of (6) in numbers.

**Gauge independence.** The calculation was repeated with a symmetric-gauge device and shifted lead origins, and with random phases $\lambda_i$ on the device sites. Over all six transmissions, the largest difference from the original calculation is $4\times10^{-12}$.

The unpatched calculation eliminated 3000 cells per lead at $\eta=2\times10^{-5}$ hartree. The cells are unequal in the tilted leads 2 and 3; in lead 1, which lies along $x$, they are identical. It gives $T_{21}=0.004793$, as does the patched calculation at the same $\eta$; the largest difference among all six transmissions is $6\times10^{-15}$. The value differs slightly from the nearly unbroadened 0.004697 because the lead broadening is different, not because the gauge is.

**Symmetry and direction.** Without the scatterer the device has threefold symmetry, although the gauge does not. The transmissions recover it: $T_{21}=T_{32}=T_{13}=0.020$ and $T_{31}=T_{12}=T_{23}=1.965$.

The preferred direction agrees with the force $q\mathbf v\times\mathbf B$ acting on a carrier of positive effective mass. At zero field the band is $-2t\sum_{j=1}^{3}\cos(\mathbf k\cdot\mathbf a_j)$, with $\mathbf a_j$ the three bond directions. Since $\sum_j(\mathbf k\cdot\mathbf a_j)^2=\tfrac32k^2a^2$, it begins as $-6t+\tfrac32ta^2k^2$. The energy $E=-4.3t$ lies in this lower part of the band, where the constant-energy contour encloses the minimum, so the velocity turns in the direction of the force; near the band top the sense would be reversed. An electron entering from lead 1 has velocity $(-|v|,0)$. Then $\mathbf v\times\mathbf B=(0,|v|B)$, and $q=-1$ turns the force towards $-y$, the side of lead 3. At $B=5\times10^{-5}$ atomic units (11.8 T) one channel remains open, and without the scatterer $T_{31}=1.00000$ and $T_{21}=0.00000$ to the digits printed.

These values come from the numerical check or follow from its output by the arithmetic shown. Equation (6) is checked only through the sums of printed transmissions given above.

## Calculated quantities

```
lattice spacing a = 100 bohr
hopping t = 0.0010 hartree; energy E = -0.0043 hartree
field B = 2.0e-05 a.u. = 4.701 T
magnetic length = 223.6 bohr
B times triangle area = 0.08660 rad
device sites = 127; sites per lead cell = 7
scatterer: 7 sites raised by 0.0020 hartree
scatterer centre x, y = 250.0, 86.6 bohr
lead 2 (120 deg), outward bond on one edge, successive cells:
  cell 1: phase base gauge -0.64952 rad, lead gauge -1.03923 rad
  cell 2: phase base gauge -0.73612 rad, lead gauge -1.03923 rad
  cell 3: phase base gauge -0.82272 rad, lead gauge -1.03923 rad
triangles checked = 252
largest loop-phase error, patched = 1.2e-15 rad
same without interface phases = 1.1691 rad
open channels per lead at B = 2
transmissions with scatterer (to <- from), dimensionless:
  T(1<-2) = 1.80517; without interface phases 1.17566
  T(1<-3) = 0.12386; without interface phases 0.77260
  T(2<-1) = 0.00470; without interface phases 0.10202
  T(2<-3) = 1.86104; without interface phases 1.13886
  T(3<-1) = 1.92433; without interface phases 1.84624
  T(3<-2) = 0.06057; without interface phases 0.06522
reflection into lead 1 (channels minus T) = 0.07097
reflection into lead 2 (channels minus T) = 0.13427
reflection into lead 3 (channels minus T) = 0.01510
T(2<-1) in three gauges:
  Landau device gauge    0.0046969
  symmetric, shifted     0.0046969
  random site phases     0.0046969
largest spread of all T over gauges = 4.0e-12
global-gauge check: 3000 cells per lead, broadening 2.0e-05 hartree
  T(2<-1) global 0.00479296, patched 0.00479296
  largest difference of all T = 5.8e-15
field-reversal error = 1.0e-11
no scatterer: T(2<-1) = 0.01963, T(3<-1) = 1.96467
threefold-symmetry error = 8.4e-12
strong field = 5.0e-05 a.u. = 11.753 T, channels = 1
  no scatterer: T(2<-1) = 0.00000, T(3<-1) = 1.00000
```
